# Thickness and Critical Strain for Channel Cracks in Brittle Coatings on Polymer

## Problem

A brittle oxide coating, 25 nm thick, is bonded to a polymer foil. When the foil is stretched, long cracks run across the coating at a total tensile strain of 2%. Each crack cuts through the coating, stops at the interface and lengthens sideways as a channel. A second coating of the same material, 100 nm thick, is grown on the same foil.

The coating has Young modulus 170 GPa and Poisson ratio 0.24, the polymer 4.0 GPa and 0.40. The foil is 100 µm thick. These are rough values for amorphous alumina, grown by atomic layer deposition, on polyester.

(a) At what total strain does the 100 nm coating crack, if toughness and moduli are unchanged and the polymer stays elastic?

(b) What toughness does the 2% strain imply?

(c) If 0.20% of the total strain is residual strain from growth, what strain must be applied to each coating?

(d) How does the answer to (a) change if the polymer beside the crack yields?

**Conventions.** The axis $x$ is the stretching direction, $y$ points through the coating, from $y=0$ at the interface to $y=h$ at the free surface, and $z$ runs along the channel. Subscripts $f$ and $s$ mean film and substrate. "Total strain" is the elastic strain $\varepsilon$ of the uncracked film along $x$, residual part included. Except at the end of the section on applied strain, the film's elastic strain along $z$ is taken as zero. The toughness $\Gamma$ is the energy needed per unit area of crack, counting the crack plane once. The mechanics is classical, so the formulas read the same in atomic units.

## First estimate by scaling

With no stress on the free surface, $\sigma_y=0$, Hooke's law for the film reads

$$E_f\varepsilon_x=\sigma_x-\nu_f\sigma_z,\qquad E_f\varepsilon_z=\sigma_z-\nu_f\sigma_x .$$

Setting $\varepsilon_z=0$ gives $\sigma_z=\nu_f\sigma_x$. The first equation then becomes $E_f\varepsilon=(1-\nu_f^2)\sigma$, or

$$\sigma=\bar E\,\varepsilon,\qquad \bar E=\frac{E_f}{1-\nu_f^2}=180.4\ \text{GPa}.$$

The film stores energy $\tfrac12\bar E\varepsilon^2$ per volume. Suppose that a crack relieves the film over a distance of about $h$ on each side. Per unit channel length, the relieved volume is $2h\cdot h$ and the crack area is $h$. The energy released per crack area is therefore

$$G\sim\frac{2h^2\cdot\frac12\bar E\varepsilon^2}{h}=\bar E\varepsilon^2h .$$

Griffith's condition $G=\Gamma$ gives $\varepsilon_c\sim\sqrt{\Gamma/(\bar Eh)}$. With $\Gamma$ and $\bar E$ fixed,

$$\frac{\varepsilon_c(100\ \text{nm})}{\varepsilon_c(25\ \text{nm})}=\sqrt{\frac{25}{100}}=\frac12 ,$$

so the estimate for the thicker coating is 1%. The same argument estimates the toughness. Since 1 GPa·nm equals 1 J/m²,

$$\Gamma\sim180.4\times(0.02)^2\times25\approx1.8\ \text{J/m}^2 .$$

The relief distance was a guess. If it is some other fixed multiple of $h$, the ratio survives but the toughness does not. The full elastic problem decides both points.

## Exact solution for an elastic polymer

### Energy released by a long channel

Once the channel is much longer than the region disturbed by the crack, which on a soft foil is itself many times $h$ wide, its front moves without changing shape. Advancing it by a unit length converts a unit length of uncracked material far ahead into cracked material far behind. The ends of the foil are held fixed, so they do no work. Hence $Gh$ is the stored energy lost when a slice of unit length is cracked. This $G$ is an average over the front.

To find that energy, cut the film but hold the faces together with the traction $\sigma$ that acted there before. Then lower the traction slowly to $p=(1-s)\sigma$, with $s$ going from 0 to 1. The body is linear, so the opening at each height is $s\,\delta(y)$, where $\delta(y)$ is the final opening. The faces do work against the holding traction, and the stored energy falls by

$$Gh=\int_0^h dy\int_0^1(1-s)\sigma\,\delta(y)\,ds=\frac{\sigma}{2}\int_0^h\delta(y)\,dy ,$$

because $\int_0^1(1-s)\,ds=\tfrac12$. Thus

$$G=\frac{\sigma}{2h}\int_0^h\delta(y)\,dy. \tag{1}$$

### Why the thickness enters as a single factor

The change caused by cracking is itself an elastic field: it has traction of size $\sigma$ on the crack faces and vanishes far away. Write positions as $\mathbf r=h\mathbf R$ and displacements as $\mathbf u=(\sigma h/\bar E)\,\mathbf U(\mathbf R)$. A gradient with respect to $\mathbf r$ brings a factor $1/h$, so the strains are $\sigma/\bar E$ times gradients of $\mathbf U$, and the stresses are $\sigma$ times a dimensionless field. The equilibrium equations and the conditions at the faces, surface and interface then contain neither $h$ nor $\sigma$. They contain only $E_s/E_f$, $\nu_f$ and $\nu_s$, provided that the foil and the crack spacing are very large compared with the region disturbed by the crack.

The opening therefore has the form $\delta=(\sigma h/\bar E)\,f(Y)$ with $Y=y/h$. Inserting this in (1), with $dy=h\,dY$, gives

$$G=\frac{\sigma}{2h}\,\frac{\sigma h}{\bar E}\,h\int_0^1 f\,dY
=Z\frac{\sigma^2h}{\bar E}=Z\bar E\varepsilon^2h,\qquad Z=\frac12\int_0^1f\,dY. \tag{2}$$

Setting $G=\Gamma$ yields

$$\varepsilon_c=\sqrt{\frac{\Gamma}{Z\bar Eh}} . \tag{3}$$

Between two thicknesses $Z$, $\bar E$ and $\Gamma$ cancel, and the ratio is again $\tfrac12$. **For the elastic polymer, the 100 nm coating cracks at 1% total strain.**

### A case with a known Z

A crack of length $2h$ inside a uniform body has a closed solution, which fixes the factors in (1) and (2). By symmetry the half $x>0$ suffices. Let $\psi(x,y)$ be harmonic there, let subscripts on $\psi$ denote derivatives, and let $\mu$ be the shear modulus. Try

$$2\mu u_x=-2(1-\nu)\psi_x+x\psi_{xx},\qquad 2\mu u_y=(1-2\nu)\psi_y+x\psi_{xy}.$$

Using $\psi_{yy}=-\psi_{xx}$, Hooke's law in plane strain gives

$$\sigma_{xx}=-\psi_{xx}+x\psi_{xxx},\quad \sigma_{xy}=x\psi_{xxy},\quad \sigma_{yy}=-\psi_{xx}+x\psi_{xyy}.$$

Equilibrium holds, since $\partial_x\sigma_{xx}+\partial_y\sigma_{xy}=x\,\partial_x^2(\psi_{xx}+\psi_{yy})=0$ and $\partial_x\sigma_{xy}+\partial_y\sigma_{yy}=x\,\partial_x\partial_y(\psi_{xx}+\psi_{yy})=0$. On $x=0$ the shear stress vanishes. With $g=-\psi_x$ and $\bar E=2\mu/(1-\nu)$, the other boundary values are $\sigma_{xx}=\partial_xg$ and $u_x=2g/\bar E$.

The change due to the crack needs $\partial_xg=-\sigma$ for $|y|<h$, to cancel the original tension, and $g=0$ for $|y|>h$, where the body is whole. Both are met by

$$g=\sigma\,\mathrm{Re}\left(\sqrt{w^2+h^2}-w\right),\qquad w=x+iy,$$

which also decays at large distance. On the crack $w=iy$ and $g=\sigma\sqrt{h^2-y^2}$. The opening is twice $u_x$:

$$\delta=\frac{4\sigma}{\bar E}\sqrt{h^2-y^2}.$$

Half the crack, $0<y<h$, plays the part of the film. A quarter circle has area $\pi h^2/4$, so (1) gives

$$G=\frac{\sigma}{2h}\,\frac{4\sigma}{\bar E}\,\frac{\pi h^2}{4}=\frac{\pi}{2}\,\frac{\sigma^2h}{\bar E},\qquad Z=\frac{\pi}{2}=1.5708 .$$

A finite-element solution of this case gives 1.5707.

### Z for the coating on polymer

For the coated foil, $Z$ was computed with the same finite-element method, in plane strain, with the foil held flat underneath and its ends fixed. The distance from the crack to the end plane was 100 µm, which amounts to cracks 200 µm apart.

The result converges slowly as the elements at the crack tip shrink. For the 25 nm film, three tip sizes, each 64 times smaller than the last, give 11.509, 12.596 and 12.972. The changes are 1.087 and 0.376, a reduction by the factor 0.346. If later changes keep shrinking by this factor, they add

$$0.376\times\frac{0.346}{1-0.346}\approx0.199,$$

and the limit is $Z=13.17$, with an uncertainty of about 0.3% from the assumed shrink factor and the mesh. Higher-order elements raise the limit by about 0.03, to 13.20, so the last digit is not converged. Repeating the extrapolation with a tip 64 times smaller again moves it by −0.063%. A finer grading of the mesh, at the middle tip size, moves the unextrapolated value by 0.33%. The first tip refinement changes $Z$ by 9.45% on polymer but by 0.058% for the crack in a uniform body, so the slow convergence is not a general property of the method.

The 100 nm film on the same 100 µm foil gives $Z=13.16$. The foil was not rescaled with the film, so the two values could have differed. Their difference of 0.06% is no larger than the numerical uncertainty. With the computed values in (3), the critical strain is 1.000%.

These values belong to an ideal continuum with a crack that reaches the interface exactly. The smallest tip elements are far below atomic size, and $Z$ is sensitive to what happens there. If the last 0.4 nm of the film stayed uncut, $Z$ would fall by roughly a third for the 25 nm film and a quarter for the 100 nm film, and the predicted strain would be near 0.93%. A fixed atomic length thus disturbs the halving rule by several percent at these thicknesses.

The solution also assumes small strains. By (1) the mean opening is $2G/\sigma=2Z\varepsilon h$, which at 2% strain is about half the thickness of the 25 nm film. The deformation close to the crack is then not small, even if the polymer never yields. Since the opening relative to $h$ differs between the two films, this too can move the predicted 1%. The size of that shift is not computed here.

Equation (1) was also tested against the stored energy itself. For a 100 nm film at 1% strain, the energy difference between whole and cracked bodies and the work of the opening both give 21.638 J/m² on the same mesh. This value comes from a single tip size and is not extrapolated, so it lies below the converged one.

### The toughness

From (2), at the cracking strain of the thin film,

$$\Gamma=13.17\times180.4\times(0.02)^2\times25\approx23.8\ \text{J/m}^2,$$

or 148 to 149 eV/nm², given the uncertainty in $Z$. This answers (b) within the elastic model.

### The strain that must be applied

The residual strain is already in the film before the foil is pulled. With 0.20% of opening strain present at both thicknesses, the applied strains are

$$2.00-0.20=1.80\%,\qquad 1.00-0.20=0.80\% .$$

Their ratio is 2.25, not 2. Equation (3) governs the total, and a tensile residual strain takes a larger share of the smaller total.

Simple addition assumes that the residual strain has no part along $z$. If growth leaves 0.20% along both $x$ and $z$, Hooke's law multiplies its share of the opening stress by $1+\nu_f$. On a wide foil, a thin film that cracks at 1.80% applied strain then has $\sigma/\bar E=1.80+1.24\times0.20=2.048\%$. Half of this is 1.024%, so the 100 nm film cracks at an applied strain of $1.024-0.248=0.776\%$.

In a narrow strip there is a further effect. The foil contracts sideways by $\nu_s$ times the applied strain $a$, and the film follows it. Let the residual strain $r$ be equal along $x$ and $z$. The film strains are $\varepsilon_x=a+r$ and $\varepsilon_z=-\nu_sa+r$. Solving the two Hooke equations for $\sigma_x$ gives $\sigma_x=\bar E(\varepsilon_x+\nu_f\varepsilon_z)$, hence

$$\frac{\sigma}{\bar E}=(1-\nu_f\nu_s)a+(1+\nu_f)r. \tag{4}$$

It is this combination that halves. For $a=1.80\%$ and $r=0.20\%$ it equals $0.904\times1.80+1.24\times0.20=1.875\%$. Half of that is 0.938%, and (4) gives

$$a=\frac{0.938-0.248}{0.904}\approx0.763\% .$$

The plain sum $a+r$ is then 0.963%, about 4% below the ideal 1%.

## Comparison of the two

The scaling estimate and the elastic solution agree on the ratio of critical strains, because both contain one length, $h$. They disagree on the toughness by the factor $Z$: 1.8 against 23.8 J/m². In the language of the estimate, the energy released equals that of fully relieved film over a distance $Zh$ on each side. This is about 330 nm for the 25 nm coating, not 25 nm. A soft foil resists the opening weakly, so the crack draws energy from much farther away.

This also shows why the moduli must stay unchanged. Halving the polymer modulus, with $\Gamma$ and the film held fixed, raises $Z$ for the 100 nm film to 19.82, with an uncertainty of about 1%. The critical strain becomes

$$1.00\%\times\sqrt{\frac{13.16}{19.82}}\approx0.82\% .$$

The scaling also needs starting flaws large enough to launch a channel. If the largest flaw has a size $c$ much smaller than $h$ and lies well inside the film, the relevant length is $c$, and the same dimensional argument gives $G\propto\sigma^2c/\bar E$. Two coatings with the same small flaws would then start to crack at the same strain, whatever their thickness. With the toughness inferred above, such a flaw could not start a crack at 2% strain: it would need $c$ of order $\Gamma/(\bar E\varepsilon^2)\approx330$ nm, far more than the thickness of the film. That toughness, however, was inferred by assuming that the channel condition (3) sets the 2% strain. A much less tough film with small flaws fits the same observation: an internal flaw 10 nm long gives only about 1.1 J/m² at 2%. Within the elastic model, 23.8 J/m² is therefore an upper bound, reached only if large starting flaws are present.

## The opposite limit: a yielding polymer

At 2% strain the film stress is $180.4\times0.02=3.61$ GPa. Near the crack this load must pass into the polymer by shear. Take a rough shear yield stress $\tau=50$ MPa, and consider the limit in which the film slips against a constant shear traction $\tau$ while the foil beyond the slip zone is rigid.

Let the crack faces carry a remaining traction $p$. Force balance on a film element gives $h\,d\sigma_x/dx=\tau$, so the film stress is $p+\tau x/h$ and regains $\sigma$ at $x=\ell=(\sigma-p)h/\tau$. The lost film strain, integrated over both sides, is the opening:

$$\delta=2\int_0^\ell\frac{\sigma-p-\tau x/h}{\bar E}\,dx=\frac{(\sigma-p)\,\ell}{\bar E}=\frac{(\sigma-p)^2h}{\bar E\tau}.$$

It is no longer linear in the traction, so the factor $\tfrac12$ in (1) does not apply. The work available per crack area is found directly. As $p$ falls from $\sigma$ to 0, $d\delta=-2(\sigma-p)h\,dp/(\bar E\tau)$, and

$$G=\int p\,d\delta=\frac{2h}{\bar E\tau}\int_0^\sigma p(\sigma-p)\,dp=\frac{2h}{\bar E\tau}\,\frac{\sigma^3}{6}=\frac{\sigma^3h}{3\bar E\tau}. \tag{5}$$

An energy balance confirms this. At $p=0$ the film stress is $\sigma x/\ell$, with $\tau\ell=\sigma h$. Per unit channel length the film releases

$$2h\int_0^\ell\frac{\sigma^2-(\sigma x/\ell)^2}{2\bar E}\,dx=\frac{2\sigma^2h\ell}{3\bar E}.$$

The slip at $x$ is $\sigma\ell(1-x/\ell)^2/(2\bar E)$, so sliding on both sides dissipates

$$2\tau\,\frac{\sigma\ell^2}{6\bar E}=\frac{\sigma^2h\ell}{3\bar E}.$$

The difference, divided by the crack area $h$, is $\sigma^2\ell/(3\bar E)$, which is (5).

Since $\sigma=\bar E\varepsilon$, fixed $\Gamma$ now means fixed $\varepsilon^3h$. The critical strain scales as $h^{-1/3}$, and the answer to (d) in this limit is

$$\varepsilon_c(100\ \text{nm})=2\%\times4^{-1/3}\approx1.26\% .$$

For the 25 nm film the slip length is $3.61\times25/0.050\approx1800$ nm on each side. Equation (5) gives 43.4 J/m², which is 1.83 times the elastic driving force. Yielding is therefore no small correction for these numbers.

The rigid foil is itself only a limit, and these numbers do not reach it. The slip length is about $72h$, while the elastic foil spreads the load over a distance of order $\bar Eh/\bar E_s\approx38h$, where $\bar E_s=E_s/(1-\nu_s^2)$. Elastic stretching of the foil therefore adds to the opening. If the foil is elastic and slip at 50 MPa is confined to the interface, the driving force at 2% rises to about 95 J/m², and the 100 nm film cracks at about 1.14%. The toughness inferred from the 2% strain thus depends strongly on the model.

A foil that both stretches elastically and yields obeys neither formula exactly. If its yielding is independent of rate and introduces no length of its own, and if residual strain is neglected so that the tension in the foil is proportional to $\sigma$, dimensional analysis gives $G=(\sigma^2h/\bar E)F(\sigma/\tau)$. If, further, $F$ grows with stress, the thicker film, which cracks at lower stress, has the smaller $F$. Equal $G$ then requires more than half the strain. Under these conditions 1% is a lower limit.

## The real coating

The moduli are typical, roughly, of alumina on polyester, but 2% is a high cracking strain for a 25 nm alumina film; a value nearer 1% is a rough expectation. The inferred toughness is correspondingly high for a brittle oxide, for which 10 J/m² is a rough scale. In the elastic model a cracking strain of 1% at 25 nm would cut it by four, to about 6 J/m².

The premise most at risk is the elastic polymer. At 1.80% applied strain the foil far from any crack carries about 86 MPa, close to its plane-strain tensile yield of $2\tau=100$ MPa for a maximum-shear criterion. For the 100 nm film, the limit of slip on a rigid foil moves the prediction from 1% to 1.26%; with the foil's elastic stretching included, it is about 1.14%. Both values assume the same shear limit of 50 MPa beside each film. The tension in the foil far from the crack uses up part of that limit: by the maximum-shear criterion it leaves only about 26 MPa of shear for the 25 nm film at 1.80% applied strain, and more for the thicker film, which cracks at a lower strain. Allowing for this alone raises the two predictions to about 1.46% and 1.29%. Near the crack, the slipping film also pulls on the foil and adds to its tension. If the foil is treated as elastic, the total tension exceeds the yield value over at least half of the slip zone, so a real foil would yield in its depth and not only at the interface. None of these strains is therefore a reliable number for the real coating. Thermal strain matters less: with a rough expansion mismatch of $1.5\times10^{-5}$ per kelvin, a change of 30 K shifts the film strain by 0.045 percentage points along both $x$ and $z$, which changes $\sigma/\bar E$ by $1.24\times0.045\approx0.056$ points. This leaves out any change of the polymer's modulus and yield stress with temperature. The halving rule is thus a guide, good to several percent at these thicknesses, for a foil that remains elastic and a film with unchanged toughness and large enough flaws. It should be applied to $\sigma/\bar E$, which equals the total strain when the film has no elastic strain along $z$. The numerical output below lists the main values used.

## Computed results

```
film thicknesses: 25 and 100 nm
film Young modulus: 170 GPa; Poisson ratio 0.24
polymer Young modulus: 4.0 GPa; Poisson ratio 0.40
foil thickness and half crack spacing: 100 um
plane-strain film modulus: 180.4 GPa
critical total strain, 25 nm (given): 2.00 %
film stress at that strain: 3.61 GPa
Griffith central crack Z, numerical: 1.5707
Griffith central crack Z, pi/2: 1.5708
G at 1 %, 100 nm, from energy (test mesh): 21.638 J/m^2
G at 1 %, 100 nm, from opening (test mesh): 21.638 J/m^2
raw Z, 25 nm, three tip sizes: 11.509, 12.596, 12.972
Z, 25 nm film, extrapolated: 13.170
Z, 100 nm film on same foil, extrapolated: 13.162
shift of extrapolated Z, smaller tip: -0.063 %
shift of raw Z, finer grading: 0.334 %
raw Z shift, first tip refinement, polymer: 9.45 %
same shift, uniform body: 0.058 %
inferred elastic-model toughness: 23.76 J/m^2
same toughness: 148.3 eV/nm^2
critical total strain, 100 nm, scaling: 1.000 %
critical total strain, 100 nm, numerical: 1.000 %
Z, 100 nm, polymer modulus halved: 19.819
critical strain, 100 nm, modulus halved: 0.815 %
residual tensile strain (chosen): 0.20 %
applied strain at cracking, 25 nm: 1.80 %
applied strain at cracking, 100 nm: 0.80 %
ratio of applied strains: 2.250
narrow strip, 100 nm, applied strain: 0.763 %
narrow strip, 100 nm, summed strain: 0.963 %
thermal mismatch (rough): 1.5e-05 1/K
temperature change (chosen): 30 K
thermal strain: 0.045 %
polymer shear yield stress (rough): 50 MPa
remote polymer tension, 25 nm case: 86 MPa
plane-strain tensile yield, 2*shear: 100 MPa
slip length each side, 25 nm, yielded: 1.80 um
G at 2 %, 25 nm, yielded limit: 43.39 J/m^2
yielded/elastic driving force, 25 nm: 1.83
critical strain, 100 nm, yielded limit: 1.260 %
```
